# Vapour Pressure of a Precursor from Knudsen Effusion

## Question

A solid precursor for atomic layer deposition is held in a Knudsen cell, a closed container with one small orifice facing a vacuum. At 400 K the cell loses 1 mg/h. The orifice area is 1 mm² and the molar mass is 300 g/mol. Effused molecules condense on a cold surface and do not return.

**(a)** Derive the relation between the mass flux through an ideal orifice and the pressure in the cell. State what "ideal" means and when this pressure is the vapour pressure.

**(b)** Find the pressure.

**(c)** Is the flow molecular? Take a collision diameter of 0.8 nm.

**(d)** The orifice is in fact a circular hole in a plate 0.1 mm thick. Estimate its transmission and correct the pressure.

**(e)** The sample has an area of 100 mm² and an evaporation coefficient of 0.1. What is the vapour pressure now?

**(f)** The sublimation enthalpy is 100 kJ/mol. How sensitive is the vapour pressure to temperature, and does the sample cool itself appreciably? At what temperature would the vapour pressure reach 10 Pa?

**(g)** How does the answer to (b) change if some or all of the vapour consists of dimers?

## Model answers

### (a) Flux and pressure

An ideal orifice has no thickness, passes every molecule that reaches it and returns none. It is small enough to leave the gas in the cell close to equilibrium, and molecules cross it without colliding with each other.

Let \(n\) be the number density, \(m\) the molecular mass and \(k\) Boltzmann's constant. The velocity component \(v\) towards the wall has the Maxwell distribution

\[
g(v)=\sqrt{\frac{m}{2\pi kT}}\;e^{-mv^2/2kT}.
\]

In a time \(\tau\), molecules with \(v>0\) reach the wall from a layer of depth \(v\tau\). The mass arriving per unit area and time is therefore

\[
J=nm\int_0^\infty v\,g(v)\,dv
 =nm\sqrt{\frac{m}{2\pi kT}}\;\frac{kT}{m}
 =nm\sqrt{\frac{kT}{2\pi m}},
\]

where \(\int_0^\infty v\,e^{-av^2}dv=1/(2a)\) was used with \(a=m/2kT\).

The pressure is the momentum given to a closed part of the wall. Arriving molecules bring \(nm\int_0^\infty v^2g\,dv\). In equilibrium the departing molecules give an equal recoil, so

\[
P=2nm\int_0^\infty v^2g\,dv=nm\langle v^2\rangle=nkT .
\]

Substituting \(n=P/kT\) into \(J\) gives

\[
J=\frac{Pm}{kT}\sqrt{\frac{kT}{2\pi m}}
 =P\sqrt{\frac{m}{2\pi kT}}
 =P\sqrt{\frac{M}{2\pi RT}},
\]

because \(m/k=M/R\), with \(M\) the molar mass and \(R\) the gas constant. For a mass loss rate \(w\) through area \(A\), \(J=w/A\), and

\[
\boxed{P=\frac{w}{A}\sqrt{\frac{2\pi RT}{M}}}
\]

This is the pressure in the cell. It is the vapour pressure at \(T\) if the sample keeps the cell saturated, the sample is at the measured temperature, the vapour is one species of molar mass \(M\), and all the lost mass is precursor. Escaping solvent or decomposition products would break the last condition.

### (b) The number

In SI units the loss rate is

\[
w=\frac{10^{-6}\ \text{kg}}{3600\ \text{s}}=2.778\times10^{-10}\ \text{kg/s}.
\]

Dividing by \(A=10^{-6}\) m² gives \(J=2.778\times10^{-4}\) kg/(m² s). With \(M=0.300\) kg/mol,

\[
\sqrt{\frac{2\pi RT}{M}}
=\sqrt{\frac{2\pi(8.314)(400)}{0.300}}\ \text{m/s}
=263.9\ \text{m/s}.
\]

Hence

\[
P=(2.778\times10^{-4})(263.9)\ \text{Pa}=0.0733\ \text{Pa},
\]

or 0.550 mTorr. At fixed temperature and molar mass the inferred pressure is proportional to \(w/A\), so a relative error in the weighing or in the orifice area passes directly into it.

### (c) Flow regime

A molecule of diameter \(s\) collides with any other whose centre comes within \(s\) of its own. It thus sweeps out a cross-section \(\pi s^2\) at the relative speed. The difference of two independent Maxwell velocities has twice the variance of one, so the mean relative speed is \(\sqrt2\) times the mean speed \(\bar v\). The mean free path is the distance travelled per collision:

\[
\lambda=\frac{\bar v}{n\pi s^2\sqrt2\,\bar v}
=\frac{1}{\sqrt2\,\pi s^2n}
=\frac{kT}{\sqrt2\,\pi s^2P}.
\]

The pressure found in (b) gives \(n=P/kT=1.327\times10^{19}\) m⁻³, and

\[
\lambda=\frac{1}{\sqrt2\,\pi(0.8\times10^{-9})^2(1.327\times10^{19})}\ \text{m},
\]

which is 26.5 mm. The orifice diameter is \(d=2\sqrt{A/\pi}=1.128\) mm, so the Knudsen number is \(\lambda/d=23.5\) and the flow is close to molecular.

The ratio \(d/\lambda=4.3\%\) is roughly the chance of a collision along a path of one diameter. It is not the relative change in the flow: collisions turn some molecules away from the orifice but send others into it, so the net change can be much smaller.

### (d) A plate of finite thickness

Some molecules now strike the wall of the hole and may return to the cell. Let \(r\) be the radius of the hole, \(L\) its length and \(\ell=L/r\).

First find the fraction \(F\) that passes without touching the wall. The rims of the entrance and exit discs lie on a common sphere of radius \(\rho=\sqrt{r^2+L^2/4}\). Each disc closes off a spherical cap of height \(h=\rho-L/2\) and area \(2\pi\rho h\). A straight line joining the two caps crosses both discs, and a line crossing both discs, when extended, joins the caps. The direct flow can therefore be counted on the caps.

In an isotropic gas, the number flow \(\Phi\) per unit area is spread over solid angle as \(\Phi\cos\theta/\pi\). Between surface elements \(dS_1\) and \(dS_2\) a distance \(q\) apart, the flow is

\[
\Phi\,\frac{\cos\theta_1\cos\theta_2}{\pi q^2}\,dS_1\,dS_2 .
\]

A chord of length \(q\) makes the same angle with the sphere's normal at both ends, with \(\cos\theta_1=\cos\theta_2=q/2\rho\). The factor multiplying \(\Phi\,dS_1dS_2\) is then the constant \(1/(4\pi\rho^2)\). Equating the direct flow to \(F\) times the flow \(\Phi\pi r^2\) into the hole gives

\[
\pi r^2F=\frac{(2\pi\rho h)^2}{4\pi\rho^2}=\pi h^2,
\]

\[
F=\frac{h^2}{r^2}
=\left(\sqrt{1+\frac{\ell^2}{4}}-\frac{\ell}{2}\right)^2
=1+\frac{\ell^2}{2}-\frac{\ell}{2}\sqrt{4+\ell^2}.
\]

The remaining fraction \(1-F\) strikes the wall, which is assumed to scatter diffusely. For \(L\ll r\) these first impacts are spread nearly evenly along the hole. By mirror symmetry, a molecule re-emitted at depth \(z\) is as likely to leave by the exit as one re-emitted at \(L-z\) is to leave by the entrance. Averaged over an even spread, half get out. The transmission is therefore approximately

\[
W\simeq F+\frac{1-F}{2}=\frac{1+F}{2}.
\]

Here \(\ell=0.1772\), \(F=0.8378\) and \(W=0.919\). Random tracing of one million molecules through this hole, with diffuse wall scattering, also gives 0.919.

The loss rate is now \(W\) times the ideal one at the same cell pressure. The cell pressure must be

\[
P_c=\frac{P}{W}=0.0798\ \text{Pa},
\]

about 9% above the ideal-orifice result. A plate that is thin beside the hole diameter can still matter. As \(\ell\to0\), \(F\simeq1-\ell\) and \(W\simeq1-\ell/2\), so the correction vanishes only linearly.

### (e) Incomplete saturation

The evaporation coefficient \(\alpha\) is the chance that a vapour molecule striking the sample condenses. At saturation evaporation balances condensation, so the sample emits \(\alpha P_{\rm sat}\sqrt{M/2\pi RT}\) per unit area. This emission is assumed unchanged when the cell pressure falls to \(P_c\). For sample area \(S\), net evaporation equals effusion in the steady state:

\[
\alpha S(P_{\rm sat}-P_c)=WA\,P_c .
\]

The common factor \(\sqrt{M/2\pi RT}\) has cancelled. The pressure is taken as uniform, which neglects the flow resistance of the cell body. Solving, and using \(P_c=P/W\),

\[
P_{\rm sat}=P_c\left(1+\frac{WA}{\alpha S}\right)
=P\left(\frac1W+\frac{A}{\alpha S}\right).
\]

With \(A/(\alpha S)=1/(0.1\times100)=0.100\), the vapour pressure is 0.0871 Pa, or 19% above the result of (b). With a thin orifice, \(W=1\), it would be 0.0806 Pa.

The uniform-pressure assumption can be examined through the chance that an evaporated molecule escapes before it recondenses. For \(W=1\) and \(x=A/(\alpha S)\), this chance is

\[
\frac{AP_c}{\alpha SP_{\rm sat}}=\frac{x}{1+x}=0.0909 .
\]

Tracing 150,000 molecules in a cylinder 10 mm high, with the sample as its floor, a central thin orifice in the lid and diffuse walls, gives 0.0926. The sampling standard error is \(\sqrt{0.0926(1-0.0926)/150000}\simeq0.0007\). The traced value is 2% above the formula, a little over two standard errors. Solving the diffuse exchange equations between surface elements of this cylinder gives 0.0912, only 0.3% above the formula. Most of the difference is therefore sampling noise, and the uniform-pressure assumption is good here: it gives 0.0806 Pa for the thin orifice where the full geometry gives 0.0804 Pa.

If \(\alpha\) is unknown, orifices of different size can be used with \(S\), \(\alpha\) and \(T\) held fixed. The balance gives

\[
\frac1{P_c}=\frac1{P_{\rm sat}}+\frac{WA}{\alpha S\,P_{\rm sat}},
\]

so a straight line in \(WA\), extrapolated to zero, yields \(1/P_{\rm sat}\). The intercept is insensitive to the shape of the cell, but the slope is not. For the cylinder above, with a thin orifice, the slope falls below \(1/(\alpha SP_{\rm sat})\) by 3% at \(\alpha=0.1\) and by 30% at \(\alpha=1\), so it gives \(\alpha\) reliably only when \(\alpha\) is small.

### (f) Temperature

The Clapeyron equation is \(dP/dT=H/(T\Delta V)\), with \(H\) the molar sublimation enthalpy. Neglecting the volume of the solid and treating the vapour as ideal, \(\Delta V=RT/P\), and

\[
\frac{d\ln P}{dT}=\frac{H}{RT^2}
=\frac{10^5}{8.314\times400^2}\ \text{K}^{-1},
\]

which is 7.5% per kelvin. An error of about 1 K in the sample temperature thus matters nearly as much as the plate thickness in (d).

Neglecting a correction of order \(RT\) per mole for the energy carried through the orifice, sublimation draws heat at the rate

\[
\dot Q=\frac{Hw}{M}
=\frac{10^5(2.778\times10^{-10})}{0.300}\ \text{W}
=9.26\times10^{-5}\ \text{W}.
\]

Suppose that radiation from black surroundings at 400 K to one black sample face is the only heat supply. For a small cooling \(\delta\), with \(\sigma\) the Stefan–Boltzmann constant,

\[
\dot Q=\sigma S\left[T^4-(T-\delta)^4\right]\simeq4\sigma ST^3\delta,
\qquad
\delta\simeq\frac{\dot Q}{4\sigma ST^3}=0.064\ \text{K}.
\]

This lowers the vapour pressure by about 0.5%. Heat conduction from the cell would reduce the cooling; a less absorbing surface would increase it. The estimate leaves out radiation through the orifice to the cold surface outside, which is the larger loss. In the cylinder of (e), with black walls and a thin orifice, the sample loses a further 0.25 mW to a surface at 293 K or 0.35 mW to one at 77 K. The total cooling is then 0.24 to 0.30 K and the vapour pressure falls by about 2%.

For constant \(H\), integration from \((T_1,P_1)\) to \((T_2,P_2)\) gives

\[
\ln\frac{P_2}{P_1}=\frac HR\left(\frac1{T_1}-\frac1{T_2}\right),
\qquad
\frac1{T_2}=\frac1{T_1}-\frac RH\ln\frac{P_2}{P_1}.
\]

Starting from the ideal-orifice value, \(P_1=0.0733\) Pa at 400 K, a pressure of 10 Pa requires \(T_2\simeq478\) K. Starting instead from the corrected vapour pressure of (e), 0.0871 Pa, gives about 475 K. Melting, decomposition or a changing \(H\) would invalidate this extrapolation.

The chosen molar mass and collision diameter are rough values for a low-volatility solid metal-organic precursor. The enthalpy is a round number for illustration. Together with 0.0733 Pa at 400 K it implies a sublimation entropy of \(H/T-R\ln(10^5\ \text{Pa}/P)\simeq133\) J/(mol K) at 1 bar, which is low for a molecule of this size. A real solid with this vapour pressure would probably have a larger enthalpy and reach 10 Pa at a lower temperature: with 120 kJ/mol, near 463 K. A measured enthalpy should be used to choose a source temperature. At 10 Pa and 478 K, with the same collision diameter, the mean free path is

\[
26.5\times\frac{478}{400}\times\frac{0.0733}{10}\ \text{mm}\simeq0.23\ \text{mm}.
\]

This is smaller than the orifice, so the effusion formula should not be used to predict delivery through it. In a real effusion measurement the plate thickness and incomplete saturation also break the ideal assumptions; for the values chosen here they move the result by 19%.

### (g) Dimers

Each species effuses independently. If a mole fraction \(y\) of the vapour in the cell is dimer, of molar mass \(2M\), the total pressure \(P_{\rm tot}\) satisfies

\[
\frac wA=\frac{P_{\rm tot}}{\sqrt{2\pi RT}}
\left[(1-y)\sqrt M+y\sqrt{2M}\right],
\]

\[
P_{\rm tot}=\frac{P}{1+(\sqrt2-1)y}.
\]

For \(y=0\) this returns the result of (b). For \(y=1\) it gives \(P/\sqrt2=0.0518\) Pa. A dimer carries twice the mass of a monomer but is slower on average by a factor \(\sqrt2\). The same weight loss therefore needs a number density, and hence a pressure, lower by \(\sqrt2\). A single weight-loss rate cannot determine both \(y\) and \(P_{\rm tot}\).

Numbers in the example were calculated in double precision.
